\section*{Average tensile stress from adhesion between touching hemispherical islands}

\section{The setting}

\textbf{Q.} I am told that a film goes into tension when its islands meet. Two round islands touch at a point, and a point has no area. Where does a force come from?

\textbf{A.} From the surfaces next to that point. They are close together, and joining them replaces two free surfaces by one grain boundary. With surface energy $\gamma_s$ and grain-boundary energy $\gamma_{gb}$, the energy gained per unit contact area is
\begin{equation}
w=2\gamma_s-\gamma_{gb}.
\end{equation}
If $w>0$, the contact can grow beyond a point, but the islands must deform to let it grow. The Freund--Chason picture treats this as a problem of adhesive elastic contact.

\textbf{Q.} Nothing prevents the islands from moving together and relieving the deformation.

\textbf{A.} The substrate does. Take equal hemispheres of radius $R$ in a regular array, with neighbouring centres at distance $2R$. I assume that the substrate fixes this period. Away from the film edge, each island is pulled equally from opposite sides, so its centre stays put without a net force from the substrate. The unbalanced pull at the edge must be held by the substrate there.

For the base of an interior island I assume a frictionless mirror plane: no shear traction and no normal displacement. A hemisphere and its mirror image then form a full sphere, and the hemisphere carries half the contact force of that sphere. A bonded base would transmit shear and could change the numerical factor. Surface stress, stress present before contact, plastic flow, diffusion and later growth are left out.

\section{The elastic contact}

\textbf{Q.} Then start with two full spheres. What has to be solved?

\textbf{A.} Let $r$ be the distance from the contact axis. Near the axis each sphere recedes from the common tangent plane by $r^2/(2R)$, so the undeformed gap is $r^2/R=r^2/(2R^*)$ with $R^*=R/2$. Let $\delta$ be the approach of the centres from first touch. Inside a contact circle of radius $a$ the surface displacements of the two bodies must add up to
\begin{equation}
u(r)=\delta-\frac{r^2}{2R^*},\qquad r<a. \label{eq:u}
\end{equation}
For $a\ll R$ each body responds locally as an elastic half-space: a pressure $p$ displaces its surface by $(1-\nu^2)/(\pi E)$ times the integral of $p$ over distance, where $E$ is Young's modulus and $\nu$ Poisson's ratio. Adding two equal bodies gives
\begin{equation}
u(\mathbf r)=\frac{1}{\pi E^*}\int\frac{p(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r',\qquad E^*=\frac{E}{2(1-\nu^2)}.
\end{equation}
Pressure and total load $P$ are positive in compression. Shear on the contact vanishes by mirror symmetry.

\textbf{Q.} That is an integral equation for $p$. I would like to see it solved, not looked up.

\textbf{A.} Begin with a flat punch of radius $t$ and the trial pressure
\begin{equation}
p_t(r)=\frac{E^*d}{\pi\sqrt{t^2-r^2}}. \label{eq:punch}
\end{equation}
Use polar coordinates $(s,\phi)$ centred on the observation point. The area element $s\,ds\,d\phi$ cancels the $1/s$ of the kernel, leaving integrals along straight chords. On a chord of half-length $c$, with $x$ measured from its midpoint, $t^2-r'^2=c^2-x^2$, so each chord contributes
\begin{equation}
\int_{-c}^{c}\frac{dx}{\sqrt{c^2-x^2}}=\pi .
\end{equation}
For an observation point inside the disc, chord directions cover an angle $\pi$, and
\begin{equation}
u=\frac{1}{\pi E^*}\,\frac{E^*d}{\pi}\,\pi^2=d.
\end{equation}
The displacement is uniform, as a flat punch requires. For $r>t$, the chords that meet the disc cover an angle $2\arcsin(t/r)$, so $u=(2d/\pi)\arcsin(t/r)$. The punch load is
\begin{equation}
\int_0^t p_t\,2\pi r\,dr=2E^*d\int_0^t\frac{r\,dr}{\sqrt{t^2-r^2}}=2E^*td.
\end{equation}

\textbf{Q.} Our surfaces are curved, though.

\textbf{A.} Superpose punches. Take one of radius $a$ with indentation $g(a)$, and punches of every smaller radius $t$ with indentation $-g'(t)\,dt$, where
\begin{equation}
g(t)=\delta-\frac{t^2}{R^*},\qquad -g'(t)=\frac{2t}{R^*}.
\end{equation}
At radius $r$, punches with $t>r$ contribute their full indentation and those with $t<r$ contribute their outer displacement:
\begin{align}
u(r)&=g(a)-\int_r^a g'(t)\,dt-\frac{2}{\pi}\int_0^r g'(t)\arcsin\frac tr\,dt\nonumber\\
&=g(r)+\frac{4}{\pi R^*}\int_0^r t\arcsin\frac tr\,dt .
\end{align}
With $t=rx$ the last integral is $r^2\int_0^1x\arcsin x\,dx$. Integration by parts gives
\begin{equation}
\int_0^1x\arcsin x\,dx=\frac{\pi}{4}-\frac12\int_0^1\frac{x^2\,dx}{\sqrt{1-x^2}}
=\frac{\pi}{4}-\frac{\pi}{8}=\frac{\pi}{8}.
\end{equation}
Therefore $u=\delta-r^2/R^*+r^2/(2R^*)$, which is Eq.~\eqref{eq:u}. The pressure is the same sum of punches; those with $t<r$ do not press at $r$:
\begin{align}
p(r)&=\frac{E^*}{\pi}\left[\frac{g(a)}{\sqrt{a^2-r^2}}+\frac{2}{R^*}\int_r^a\frac{t\,dt}{\sqrt{t^2-r^2}}\right]\nonumber\\
&=\frac{E^*}{\pi}\left[\frac{\delta-a^2/R^*}{\sqrt{a^2-r^2}}+\frac{2}{R^*}\sqrt{a^2-r^2}\right]. \label{eq:p}
\end{align}
Adding the punch loads gives
\begin{align}
P&=2E^*\left[a\,g(a)+\frac{2}{R^*}\int_0^a t^2dt\right]
=2E^*\left[a\delta-\frac{a^3}{R^*}+\frac{2a^3}{3R^*}\right]\nonumber\\
&=2E^*\left(a\delta-\frac{a^3}{3R^*}\right). \label{eq:P}
\end{align}
As a test, Eq.~\eqref{eq:p} was inserted in the surface integral and evaluated by quadrature; it returned the prescribed displacement.

\section{How far the contact opens}

\textbf{Q.} You have a load for any $a$ and $\delta$. What selects $a$?

\textbf{A.} The minimum of elastic plus adhesion energy. At fixed $a$, work gives $\partial U_{el}/\partial\delta=P$, hence
\begin{equation}
U_{el}=E^*\left(a\delta^2-\frac{2a^3\delta}{3R^*}\right)+C(a).
\end{equation}
To find $C(a)$, use a state reached without adhesion. Setting $\delta=a^2/R^*$ removes the edge singularity in Eq.~\eqref{eq:p}, and Eq.~\eqref{eq:P} gives $P=4E^*a^3/(3R^*)$. Loading along this path costs
\begin{equation}
U_{el}=\int P\,d\delta=\int_0^a\frac{4E^*b^3}{3R^*}\,\frac{2b\,db}{R^*}
=\frac{8E^*a^5}{15R^{*2}} .
\end{equation}
At the same state the first part of $U_{el}$ is $(1-2/3)E^*a^5/R^{*2}$. Thus $C=(8/15-1/3)E^*a^5/R^{*2}=E^*a^5/(5R^{*2})$, and
\begin{equation}
U_{el}=E^*\left(a\delta^2-\frac{2a^3\delta}{3R^*}+\frac{a^5}{5R^{*2}}\right),\qquad
\frac{\partial U_{el}}{\partial a}=E^*\left(\delta-\frac{a^2}{R^*}\right)^2. \label{eq:release}
\end{equation}

\textbf{Q.} And the substrate fixes $\delta$ at zero?

\textbf{A.} Yes, to leading order in $a/R$, provided the contact forms when the undeformed islands just touch. Attraction of finite range can snap them together earlier, at $\delta<0$, where the force is somewhat different; I do not treat that case. Including the adhesion energy $-\pi wa^2$,
\begin{equation}
U(a)=\frac{E^*a^5}{5R^{*2}}-\pi wa^2,\qquad
\frac{dU}{da}=a\left(\frac{E^*a^3}{R^{*2}}-2\pi w\right).
\end{equation}
The derivative is negative at small $a$, so a point contact opens spontaneously. It changes sign once, at the minimum
\begin{equation}
a_0^3=\frac{2\pi wR^{*2}}{E^*}. \label{eq:a0}
\end{equation}
There $E^*a_0^5/R^{*2}=2\pi wa_0^2$, so the stored elastic energy is $\frac25\pi wa_0^2$ and $U=-\frac35\pi wa_0^2$. Two fifths of the adhesion energy is stored elastically. The rest must be dissipated if the contact is to settle at the minimum.

\textbf{Q.} Does the contact then pull or push?

\textbf{A.} It pulls overall. Put $\delta=0$ in Eq.~\eqref{eq:P} and define the tension $F=-P$:
\begin{equation}
F=\frac{2E^*a_0^3}{3R^*}=\frac{2E^*}{3R^*}\,\frac{2\pi wR^{*2}}{E^*}
=\frac{4\pi}{3}wR^*=\frac{2\pi}{3}wR. \label{eq:F}
\end{equation}
Locally it does both. Equation~\eqref{eq:p} becomes
\begin{equation}
p(r)=\frac{E^*}{\pi R^*}\,\frac{a_0^2-2r^2}{\sqrt{a_0^2-r^2}},
\end{equation}
which is compressive for $r<a_0/\sqrt2$ and tensile outside. The rim is pulled across a gap. At the centre the undeformed spheres already touch, so Eq.~\eqref{eq:u} requires $u(0)=0$. Since $u(0)$ is an integral of $p$ divided by distance, $p$ cannot have a single sign: tension at the rim alone would make the surfaces overlap at the centre, and the compression there prevents this.

\textbf{Q.} The modulus has vanished from the force. A stiff island should surely pull harder.

\textbf{A.} It would at the same contact radius, since $F\propto E^*a^3/R^*$. But a stiffer island makes a smaller contact: Eq.~\eqref{eq:a0} gives $a_0^3\propto1/E^*$. The two effects cancel in this limit.

\section{From contact force to film stress}

\textbf{Q.} A force between two spheres is not yet a film stress. Over what are you averaging?

\textbf{A.} Over the island volume $V=2\pi R^3/3$. Let $\mathbf n$ be the unit vector from an island to a neighbour. A small strain $\varepsilon$ of the period along $x$ lengthens that bond by $2R\varepsilon n_x^2$ to first order, so $\delta=-2R\varepsilon n_x^2$. The energy per island contains a factor $\frac12$ because two islands share each contact, and another $\frac12$ because hemispheres replace spheres. Since $U$ is stationary in $a$, its change comes from $\delta$ alone, with $dU/d\delta=P=-F$:
\begin{equation}
V\sigma_{xx}=\frac14\sum_{\mathbf n}(-F)(-2Rn_x^2)=\frac{RF}{2}\sum_{\mathbf n}n_x^2 .
\end{equation}
For a square array, with $z=4$ neighbours, the sum is $1+1+0+0=2$. For a triangular array, with $z=6$, it is $1+1+4\times\frac14=3$. Both equal $z/2$, and
\begin{equation}
\sigma=\frac{zRF}{4V}=\frac z4\,R\,\frac{2\pi wR}{3}\,\frac{3}{2\pi R^3}
=\frac{z}{4}\,\frac{w}{R}. \label{eq:sigma}
\end{equation}
The $y$ direction gives the same value. The stress is tensile because stretching the period raises the energy.

\textbf{Q.} Can I see that without a virtual strain?

\textbf{A.} For the square array, cut an island at any plane perpendicular to $x$. With no shear at the base, force balance makes each section transmit $F/2$. Integrating the section force over the length $2R$ gives $V\sigma=(F/2)(2R)=RF$. Since $RF/V=w/R$, this is Eq.~\eqref{eq:sigma} with $z=4$.

\textbf{Q.} So the stress is proportional to surface energy over radius?

\textbf{A.} It is proportional to $w/R$. If materials are compared at a fixed ratio $c=\gamma_{gb}/\gamma_s$, then $w=(2-c)\gamma_s$ and the stress is proportional to $\gamma_s/R$. If $c$ varies, $\gamma_s$ alone does not determine it.

\textbf{Q.} Do smaller islands therefore put more force on the film edge?

\textbf{A.} Not in this limit. Force per width is stress times mean thickness $h$, and $h$ is proportional to $R$. A square cell has area $4R^2$, so
\begin{equation}
h=\frac{2\pi R^3/3}{4R^2}=\frac{\pi R}{6},\qquad \sigma h=\frac{\pi w}{6}.
\end{equation}
A triangular cell has area $2\sqrt3R^2$, which gives $h=\pi R/(3\sqrt3)$ and $\sigma h=\pi w/(2\sqrt3)$. In both cases $R$ cancels. This holds for adhesion of zero range. At finite range the force per width carries a factor that varies slowly with $R$ (last section) and tends to $3/2$ of these values when the islands are small enough to act as rigid.

\section{Numbers for one set of parameters}

\textbf{Q.} Give me sizes. I suspect that $a\ll R$ is optimistic.

\textbf{A.} Choose $E=80$~GPa, $\nu=0.3$, $\gamma_s=1.5$~J/m$^2$, $\gamma_{gb}=0.5$~J/m$^2$ and $R=20$~nm. These are round model parameters. They give $w=2.5$~J/m$^2$, $R^*=10$~nm and $E^*=43.96$~GPa. Since $1$~J/m$^2=1$~GPa\,nm,
\begin{align}
a_0&=\left(\frac{2\pi\times2.5\times10^2}{43.96}\right)^{1/3}\text{nm}=3.29\ \text{nm},\\
F&=\frac{4\pi}{3}\times2.5\times10\ \text{nN}=104.7\ \text{nN},\\
\sigma&=\frac{2.5}{20}\ \text{GPa}=125\ \text{MPa}\quad\text{(square array)}.
\end{align}
The triangular array gives $188$~MPa. The forces per width are $1.31$ and $2.27$~N/m. The ratio $a_0/R=0.16$ is small, but not negligible.

\textbf{Q.} And locally, at the contact?

\textbf{A.} The mean tension over the contact is $F/(\pi a_0^2)=3.1$~GPa, and the pressure at its centre is $4.6$~GPa. These far exceed the film average because the contact is small compared with the island. At such stresses, neglecting plastic flow and diffusion is a real restriction. The central pressure is about $6\%$ of $E$, so linear elasticity itself holds only up to corrections of relative order $a/R$. The contact radius, the mean tension and the divergence at the rim belong to the limit of zero adhesion range.

\textbf{Q.} What supports the algebra independently?

\textbf{A.} The contact was also solved numerically by dividing the circle into rings and minimizing the energy over $a$, without using Eq.~\eqref{eq:p}. Contact radius, force and well depth passed tests at the $1\%$ level. Differentiating the resulting lattice energy numerically gave $125$~MPa for the square array and $187$~MPa along both axes of the triangular one, within the $2\%$ tolerance. This checks the solution of the model, not the model's assumptions.

\section{Where the prefactor is uncertain}

\textbf{Q.} You replaced a sphere by a parabola. How much does that matter at $a_0/R=0.16$?

\textbf{A.} The true gap expands as
\begin{equation}
2\left(R-\sqrt{R^2-r^2}\right)=\frac{r^2}{R}+\frac{r^4}{4R^3}+\cdots,
\end{equation}
so the relative correction is of order $(a/R)^2$. With the true gap in the numerical solver, $\sigma R/w$ for the square array is $0.987$ at $R=20$~nm. It rises from $0.980$ at $10$~nm to $0.997$ at $160$~nm. The fitted exponents are $-0.994$ in $R$ and $0.005$ in the modulus, compared with the limiting values $-1$ and $0$.

\textbf{Q.} Each island has several contacts, however, and you solved them one at a time.

\textbf{A.} That is the larger concern. The elastic fields of the other contacts, and the finite size of the island, shift the local approach by an amount of order $F/(E^*R)$, up to a weak logarithm of $R/a$. To see the effect we need the contact stiffness. By Eq.~\eqref{eq:release}, equilibrium at general $\delta$ requires $E^*(\delta-a^2/R^*)^2=2\pi wa$. Differentiate this at $\delta=0$ and use $2\pi w=E^*a_0^3/R^{*2}$:
\begin{align}
-\frac{2E^*a_0^2}{R^*}\left(d\delta-\frac{2a_0}{R^*}da\right)&=\frac{E^*a_0^3}{R^{*2}}\,da,\nonumber\\
d\delta&=\frac{2a_0}{R^*}da-\frac{a_0}{2R^*}da=\frac{3a_0}{2R^*}\,da .
\end{align}
Equation~\eqref{eq:P} then gives
\begin{equation}
dP=2E^*\left(a_0\,d\delta-\frac{a_0^2}{R^*}da\right)
=2E^*a_0\left(1-\frac23\right)d\delta=\frac23E^*a_0\,d\delta .
\end{equation}
A shift $F/(E^*R)$ therefore changes the force by the fraction $2a_0/(3R)=0.11$. At this $a_0/R$ the actual correction is this scale times a number of order one whose size and sign I have not calculated. The spherical-gap calculation does not include it.

\textbf{Q.} You also let adhesion act at zero range. Atoms attract across a gap.

\textbf{A.} Consider the opposite limit: rigid spheres touching at a point, with an attractive traction $T(g)$ across the gap $g$ and $\int_0^\infty T\,dg=w$. Near contact $g=r^2/(2R^*)$, hence $r\,dr=R^*dg$ and
\begin{equation}
F_{\rm rigid}=\int T(g)\,2\pi r\,dr=2\pi R^*\int_0^\infty T\,dg=2\pi wR^*.
\end{equation}
This is $3/2$ times Eq.~\eqref{eq:F}. The limiting stress is $\frac32(z/4)w/R$, so $1/R$ survives with another prefactor.

A direct quadrature with $T=(w/z_0)e^{-g/z_0}$ and range $z_0=0.2$~nm gave a ratio of $1.49$. The small deficit follows from the true sphere: there $r^2=R^2-(R-g/2)^2$, so $2r\,dr=(R-g/2)\,dg$. Since the mean of $g$ weighted by $T$ is $z_0$ for $z_0\ll R$, the force is $\pi w(R-z_0/2)$, lower by the fraction $z_0/(2R)=0.005$.

\textbf{Q.} Which limit describes the example?

\textbf{A.} Compare the elastic displacement with the adhesion range. From Eq.~\eqref{eq:a0}, $a_0^2/R^*$ is proportional to $(R^*w^2/E^{*2})^{1/3}$. Dividing this length by $z_0$ defines the Tabor parameter
\begin{equation}
\mu=\left(\frac{R^*w^2}{E^{*2}z_0^3}\right)^{1/3}.
\end{equation}
Large $\mu$ is the short-range elastic limit and small $\mu$ the rigid one. Here $\mu=1.6$, so the example lies in the transition. For the square array the two limits give $125$ and about $187$~MPa. I have not shown that they bound the intermediate value.

\textbf{Q.} Then is the $1/R$ law safe?

\textbf{A.} It is derived in each limit. Between them, take a given form of traction law and small contacts, and measure $r$ in units of $\sqrt{R^*z_0}$, gaps and displacements in units of $z_0$, and tractions in units of $w/z_0$. The parabolic gap then contains no parameter, and the surface integral for $u$ acquires the single factor $w\sqrt{R^*}/(E^*z_0^{3/2})=\mu^{3/2}$. Force is measured in units of $(w/z_0)(R^*z_0)=wR^*$, so $F=wR^*f(\mu)$, and therefore $\sigma\propto wf(\mu)/R$. Because $\mu\propto R^{1/3}$, any variation of $f$ changes the apparent exponent. Larger islands of the same material move towards the elastic limit, where Eq.~\eqref{eq:sigma} applies.

The result also concerns the moment of coalescence. Once material fills the grooves between islands, the geometry is no longer that of touching spheres, and this calculation does not predict the later stress. The numerical output below gives the values behind these estimates.

\section*{Numbers as computed}
\begin{verbatim}
Young modulus E = 80.0 GPa, Poisson ratio = 0.30
surface energy = 1.50 J/m^2
grain-boundary energy = 0.50 J/m^2
work of adhesion w = 2.50 J/m^2
island radius R = 20.0 nm, R_eff = 10.0 nm
contact modulus E_eff = 43.956 GPa
contact radius, formula = 3.2938 nm
contact radius, solver = 3.2938 nm
contact radius / island radius = 0.1647
full-sphere tension, formula = 104.720 nN
full-sphere tension, solver = 104.720 nN
hemisphere tension, formula = 52.360 nN
full-sphere well depth, formula = 51.126 e-18 J
full-sphere well depth, solver = 51.126 e-18 J
mean tension in contact = 3.072 GPa
pressure at contact centre = 4.609 GPa
radius of zero pressure = 2.329 nm
largest displacement error, quadrature = 2.4e-13 nm
flat punch load, solver/formula = 1.00000
contact stiffness, formula = 96.522 nN/nm
contact stiffness, solver = 96.513 nN/nm
island volume = 16755.2 nm^3
square array stress, formula = 125.00 MPa
square array stress xx, energy = 124.99 MPa
triangular array stress, formula = 187.50 MPa
triangular stress xx, energy = 187.49 MPa
triangular stress yy, energy = 187.49 MPa
square array mean thickness = 10.472 nm
square array force per width = 1.3090 N/m
triangular array mean thickness = 12.092 nm
triangular array force per width = 2.2672 N/m
Spherical gap, square array:
  R = 10 nm: stress = 245.02 MPa, a/R = 0.2055, stress*R/w = 0.9801
  R = 20 nm: stress = 123.43 MPa, a/R = 0.1637, stress*R/w = 0.9874
  R = 40 nm: stress = 62.00 MPa, a/R = 0.1302, stress*R/w = 0.9921
  R = 80 nm: stress = 31.09 MPa, a/R = 0.1035, stress*R/w = 0.9950
  R = 160 nm: stress = 15.58 MPa, a/R = 0.0822, stress*R/w = 0.9968
fitted exponent of stress in R = -0.9940
fitted exponent of stress in modulus = 0.0045
scale of relative correction (2/3)a/R = 0.1098
adhesion range z0 = 0.20 nm, Tabor parameter = 1.593
rigid full-sphere tension, quadrature = 156.294 nN
rigid / elastic tension = 1.4925
rigid-limit square stress = 186.56 MPa
\end{verbatim}
